\section*{Solving the radial Hartree--Fock equation with exchange as a fixed source, part 1}

(Sections cited here and not found follow in the later parts.)

\section{An electron exchanging with its neighbours}

The 2s electron of spin up in the ground state of nitrogen, $1s^2 2s^2 2p^3\,{}^4S$, moves in the field of the nucleus and of six other electrons. Four of those, the 1s$\uparrow$ electron and the three 2p$\uparrow$ electrons, share its spin, and in Hartree--Fock theory they act on it through a nonlocal exchange operator as well as through their charge. A radial program that integrates differential equations on a grid cannot handle a nonlocal operator directly. One device is to evaluate the exchange term with the orbital of the previous self-consistent-field cycle and to move it to the right-hand side. The equation for the new orbital then has a known source, it is no longer an eigenvalue problem, and the rule that fixes the orbital energy has to be thought out again.

Hartree atomic units are used ($1\,E_h = 27.211386$ eV, $1$ bohr $= 0.529177$ \AA). All radial functions are real, an orbital is $r^{-1}P(r)Y_{lm}$, and $\langle A|B\rangle=\int_0^\infty A(r)B(r)\,dr$.

\subsection{The split into a local operator and a source}

Take the spin-unrestricted Hartree--Fock equations. In ${}^4S$ nitrogen every occupied subshell of given spin is full, so both spin densities are spherical. All spin-up orbitals are acted on by one Hermitian Fock operator, so a unitary mixing among them makes the matrix of Lagrange multipliers diagonal, and each orbital has a single parameter $\varepsilon$. (In a restricted open-shell theory off-diagonal terms $\varepsilon_{ab}P_b$ can remain between closed and open shells of the same $l$. Taken from the previous cycle they are further contributions to the source, and everything below that concerns a fixed source holds unchanged.)

Let $\psi_a=r^{-1}P_a Y_{00}$ be an s orbital and let $\psi_{bm}=r^{-1}P_bY_{l_bm}$, $m=-l_b,\dots,l_b$, be a full subshell of the same spin. The exchange operator of that subshell gives
\begin{equation}
(K_b\psi_a)(\mathbf r)=\sum_m\psi_{bm}(\mathbf r)\int\frac{\psi_{bm}^*(\mathbf r')\,\psi_a(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
Three facts reduce it. With $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$ and $\mathcal P_k$ the Legendre polynomials, the addition theorem gives $\sum_mY_{l_bm}(\hat{\mathbf r})Y^*_{l_bm}(\hat{\mathbf r}')=\frac{2l_b+1}{4\pi}\mathcal P_{l_b}(\cos\gamma)$; the multipole expansion gives $|\mathbf r-\mathbf r'|^{-1}=\sum_k r_<^k r_>^{-k-1}\mathcal P_k(\cos\gamma)$; and orthogonality gives $\int \mathcal P_{l_b}\mathcal P_k\,d\Omega'=\frac{4\pi}{2l_b+1}\delta_{kl_b}$. Since $Y_{00}$ is a constant it leaves the angular integral, only $k=l_b$ survives, and the two numerical factors multiply to one:
\begin{equation}
K_b\psi_a=\frac{Y_{00}}{r}\,\frac{Y^{l_b}(ab;r)}{r}\,P_b(r),\qquad
\frac{Y^k(ab;r)}{r}=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_a(r')P_b(r')\,dr' .
\end{equation}
Exchange enters the Fock operator with a minus sign. For $a=2s$ the term $b=2s$ is $Y^0(2s,2s;r)\,P_{2s}/r$, a local potential times the orbital, which cancels the self-repulsion contained in the Hartree potential $V_H$ of all seven electrons. It is kept on the left. The terms $b=1s$ and $b=2p$ go to the right:
\begin{align}
(h-\varepsilon)P&=X,\qquad h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),\label{eq:inh}\\
V&=-\frac Zr+V_H-\frac{Y^0(2s,2s;r)}{r},\\
X&=K'P_{\rm old}=\frac{Y^0(1s,2s;r)}{r}P_{1s}+\frac{Y^1(2s,2p;r)}{r}P_{2p},\label{eq:X}
\end{align}
with $l=0$ here, $P(0)=P(\infty)=0$, and the $Y^k$ built from the previous 2s function $P_{\rm old}$. At large $r$ the potential tends to $-7/r+7/r-1/r=-1/r$, so $h$ has an infinite Rydberg series of bound levels $e_1<e_2<\dots<0$ with eigenfunctions $\varphi_k$, chosen normalised and positive near the origin, and a continuum above zero.

The linear operator $K'$ is positive semidefinite. For any s function $\psi=r^{-1}PY_{00}$ put $\rho_{bm}=\psi_{bm}^*\psi$; then
\begin{equation}
\langle P|K'|P\rangle=\sum_{bm}\iint\frac{\rho_{bm}^*(\mathbf r)\rho_{bm}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\sum_{bm}\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde\rho_{bm}(\mathbf q)|^2\ge0,
\label{eq:Kpos}
\end{equation}
because the Fourier transform of $1/r$ is $4\pi/q^2$. This sign decides the choice of root later on.

\section{The naive scheme and its first two faults}

The habit carried over from the homogeneous equation is to integrate outward and inward, vary $\varepsilon$ until the pieces join smoothly, check that the function has $n-l-1$ nodes, and normalise.

The first fault is that smooth joining selects nothing. Let $u$ be the solution of $(h-\varepsilon)u=0$ regular at the origin and $w$ the one that decays at infinity, for $\varepsilon<0$. Their Wronskian $W=uw'-u'w$ is independent of $r$, since $W'=uw''-u''w=0$ when both obey the same equation. Consider
\begin{equation}
P(r)=-\frac{2}{W}\left[w(r)\int_0^r uX\,dr'+u(r)\int_r^\infty wX\,dr'\right].
\end{equation}
In $P'$ the derivatives of the limits give $wuX-uwX=0$. In $P''$ they give $-\frac2W(w'u-u'w)X=-2X$, and the remaining terms are those of the homogeneous equation. Hence $-\frac12P''$ carries an extra $+X$ and \eqref{eq:inh} holds, with both boundary conditions met. The construction fails only where $W(\varepsilon)=0$, that is where $u\propto w$ and $\varepsilon$ is an eigenvalue $e_k$. Away from the $e_k$ the solution is also unique, because the difference of two solutions would be an eigenfunction. The situation is the reverse of the homogeneous one: a smooth, bound solution exists at every $\varepsilon<0$ except possibly the $e_k$.

The second fault is that normalisation is no longer free. If $P$ solves \eqref{eq:inh} with $\langle P|P\rangle=N$, then $P/\sqrt N$ solves it with the source $X/\sqrt N$, an exchange term of the wrong strength. The two faults cure each other: the condition that fixes $\varepsilon$ is
\begin{equation}
N(\varepsilon)=\langle P_\varepsilon|P_\varepsilon\rangle=1 .
\end{equation}
The repaired naive scheme applies Newton's method to $N-1$ from a guessed $\varepsilon$ and accepts the result if the nodes are right. Whether that works depends on the shape of $N$.

\section{The shape of the norm function}

Assume $X$ fixed, square integrable and not zero. Expand $P=\sum_ka_k\varphi_k$ in the eigenfunctions of $h$, the sum standing also for the integral over the continuum. Projection of \eqref{eq:inh} on $\varphi_k$ gives $(e_k-\varepsilon)a_k=c_k$ with $c_k=\langle\varphi_k|X\rangle$, so
\begin{equation}
a_k=c_kd_k,\qquad d_k=\frac1{e_k-\varepsilon},\qquad N(\varepsilon)=\sum_k\frac{c_k^2}{(e_k-\varepsilon)^2}.
\label{eq:N}
\end{equation}
The poles are double, so $N\to+\infty$ on both sides of $e_k$, and a pole is present only if $c_k\neq0$. The statement that $N$ has poles at the homogeneous eigenvalues needs this proviso. Until Section~\ref{sec:missing} all $c_k$ are taken nonzero, and gap $k$ means the interval $(e_k,e_{k+1})$ of width $\Delta_k$.

Since $d_k'=d_k^2$ and $a_k'=a_kd_k$,
\begin{align}
N'&=2\sum_ka_k^2d_k,\\
N''&=2\sum_k\left(2a_k^2d_k^2+a_k^2d_k^2\right)=6\sum_ka_k^2d_k^2 .
\end{align}
Both sums can be had without the spectrum. Differentiating \eqref{eq:inh} at fixed $X$ shows that $Q=\partial P/\partial\varepsilon$ solves
\begin{equation}
(h-\varepsilon)Q=P,\qquad\text{so that}\qquad N'=2\langle P|Q\rangle,\qquad N''=6\langle Q|Q\rangle>0,
\label{eq:Q}
\end{equation}
the components of $Q$ being $a_kd_k$. The function $N$ is strictly convex on every interval free of poles.

The count of roots follows. Below $e_1$ every $d_k$ is positive, so $N'>0$; moreover $N\le\langle X|X\rangle/(e_1-\varepsilon)^2\to0$ as $\varepsilon\to-\infty$, and $N\to\infty$ at $e_1$. There is exactly one root. In a gap $N$ is strictly convex and infinite at both ends, so it has a single minimum, and there are two roots, one tangent root or none according as the minimum is below, equal to or above one. Of two roots the lower is on the falling branch ($N'<0$) next to $e_k$ and the upper on the rising branch ($N'>0$) next to $e_{k+1}$.

A lower bound on the minimum comes from the two adjacent poles, all other terms being positive. With $x=\varepsilon-e_k$, $\alpha=|c_k|^{2/3}$ and $\eta=|c_{k+1}|^{2/3}$,
\begin{equation}
N\ge f(x)=\frac{\alpha^3}{x^2}+\frac{\eta^3}{(\Delta_k-x)^2},\qquad f'(x)=-\frac{2\alpha^3}{x^3}+\frac{2\eta^3}{(\Delta_k-x)^3}.
\end{equation}
Setting $f'=0$ and taking cube roots gives $x/(\Delta_k-x)=\alpha/\eta$, so $x=\Delta_k\alpha/(\alpha+\eta)$ and $\Delta_k-x=\Delta_k\eta/(\alpha+\eta)$. Insertion gives $f=(\alpha+\eta)^2(\alpha+\eta)/\Delta_k^2$, that is
\begin{equation}
N\ge\frac{\left(|c_k|^{2/3}+|c_{k+1}|^{2/3}\right)^3}{\Delta_k^2}\qquad\text{throughout gap }k .
\label{eq:bound}
\end{equation}
If the right-hand side exceeds one the gap is empty. For a scaled source $\lambda X$, $\lambda>0$, the norm is $\lambda^2N$, so gap $k$ holds two roots exactly when $\lambda<\lambda_k=(\min N)^{-1/2}$.

Two limits are instructive. As $\lambda\to0$ at fixed $k$, the two roots that flank $e_k$ close in on it and one term of $N$ dominates: $\varepsilon\approx e_k\mp\lambda|c_k|$ and $P\to\pm\,{\rm sgn}(c_k)\varphi_k$. The harmless sign ambiguity of the homogeneous eigenfunction has become a pair of distinct roots. As $\lambda\to\infty$ the gaps empty one after another, and the root below $e_1$ runs off as $\varepsilon\approx-\lambda\langle X|X\rangle^{1/2}$, because there $d_k\approx1/|\varepsilon|$ for all components that matter.

\subsection{Why the number of roots is finite}

There are infinitely many gaps, but the high ones are empty. The levels approach $e=-1/2\nu^2$ with an effective quantum number $\nu$ that grows by one from level to level, so $\Delta\approx de/d\nu=\nu^{-3}$. The size of $c$ follows from a semiclassical normalisation. In the allowed region $\varphi\approx B\,p^{-1/2}\sin(\int p\,dr+{\rm const})$ with $p^2=2(e-V_{\rm eff})$, $V_{\rm eff}$ including the centrifugal term. Replacing $\sin^2$ by $\frac12$ gives $\frac12B^2\int dr/p=1$. The quantisation rule $\int p\,dr=\pi(\nu+{\rm const})$, differentiated with $\partial p/\partial e=1/p$, gives $\int dr/p=\pi\,d\nu/de=\pi\nu^3$. Hence $B^2=2/\pi\nu^3$. At fixed $r$ the shape of $\varphi$ tends to the regular zero-energy solution, so $\varphi\to\nu^{-3/2}f_0(r)$ with $f_0$ independent of $\nu$. For a source that decays exponentially, as an exchange term does, $c^2\to A/\nu^3$ with $A=\langle f_0|X\rangle^2$. Then \eqref{eq:bound} becomes
\begin{equation}
N\gtrsim\frac{(2|c|^{2/3})^3}{\Delta^2}=\frac{8A\,\nu^{-3}}{\nu^{-6}}=8A\nu^3 ,
\end{equation}
which exceeds one beyond some $\nu$ provided $A\neq0$. Nothing is claimed for the exceptional case $A=0$. The scaling is confirmed in closed form for hydrogen in Section~\ref{sec:missing}.

For a fixed source the orbital energy is set by $N(\varepsilon)=1$, and when no $c_k$ vanishes there is exactly one root below $e_1$ and two, one tangent root or none in each gap. It remains to find these roots reliably, to choose the one that belongs to the wanted orbital, and to treat the case $c_k=0$.
